# Mean Length of Lateral Epitaxy Limited by Random Nucleation, part 2

An amorphous film of thickness $h$ fills $x>0$, $0<z<h$, and touches a crystalline seed along a straight edge at $x=0$, parallel to $y$. From $t=0$ the seed crystal grows into the film, while random grains nucleate in the amorphous material at the constant rate $I$ per volume and time. All crystals grow at the same speed $v$ in every direction and stop where they meet. The anneal lasts until all the film is crystalline. The seeded length $L$ is measured from the edge along a line parallel to $x$, up to the first random grain, and $\langle L\rangle$ is its mean.

Part (a) assumed grains much wider than $h$. They are then discs in the $(x,y)$ plane, with nucleation rate $J=Ih$ per area.

In part (d), nucleation attempts occur at the rate $J$ everywhere as a Poisson process, and those in crystal are void. The seed takes the point $p=(x,0)$ if and only if no attempt falls in a cone, which at time $t'$ is a disc of dangerous sites centred on $p$ with radius $x-vt'$. Void attempts may be counted, because a void attempt in the cone implies a real nucleus there too.

Part (e) found the expected number of attempts in the cone,

$$
M(x)=J\int_0^{x/v}\pi(x-vt')^2\,dt',
$$

and from it

$$
P(L>x)=\exp\left(-\frac{\pi Jx^3}{3v}\right)=e^{-(x/\ell)^3},
\qquad
\ell=\left(\frac{3v}{\pi J}\right)^{1/3},
$$

$$
\langle L\rangle=\int_0^\infty e^{-(x/\ell)^3}dx=\Gamma\!\left(\tfrac43\right)\ell .
$$

The median is $\ell(\ln2)^{1/3}$ and the standard deviation is $\ell\sqrt{\Gamma(5/3)-\Gamma(4/3)^2}$.

Part (f) now asks for the grain size far from the seed, and for the assumption of wide grains to be turned into a condition on $h$. Its solution follows.

**Solution.** Far from the seed, a point is still amorphous at time $t$ if no attempt made at any earlier time $t'$ lies within the distance $v(t-t')$. The argument about void attempts applies unchanged. The expected number of such attempts is

$$
J\int_0^t\pi v^2(t-t')^2dt'=\frac{\pi Jv^2t^3}{3}=\left(\frac{vt}{\ell}\right)^3,
$$

where the last step uses $\pi J/3=v/\ell^3$. The amorphous fraction at time $t$ is therefore $e^{-(vt/\ell)^3}$. An attempt becomes a real grain if its site is still amorphous, which depends on earlier attempts alone. The final number of grains per unit area is thus

$$
N=J\int_0^\infty e^{-(vt/\ell)^3}dt=\frac Jv\int_0^\infty e^{-(u/\ell)^3}du=\frac{J\langle L\rangle}{v},
$$

with $u=vt$. The mean grain area is $1/N$, and a circle of this area has the diameter

$$
D=\sqrt{\frac{4}{\pi N}}.
$$

Inserting $J/v=3/(\pi\ell^3)$ and $\langle L\rangle=\Gamma(4/3)\ell$ gives $N=3\Gamma(4/3)/(\pi\ell^2)$, so that

$$
D=\frac{2\ell}{\sqrt{3\,\Gamma(4/3)}}.
$$

Grain size and seeded length are set by the same length $\ell$, and the condition $h\ll D$ amounts to $h\ll\ell$. In this model the seeded crystal runs along the whole seed edge, but its mean reach into the film is only comparable to the diameter of a random grain.

### (g) A worked example

*A model film has $h=100$ nm, $v=0.2$ nm/s and $I=10^7$ cm$^{-3}$ s$^{-1}$. Find the mean seeded length, its spread, the time needed and the grain size.*

**Solution.** The speed is of the rough size found for amorphous silicon near 600 °C. The nucleation rate is a round choice that gives a reach of a few micrometres, not a measured value; by part (f), a film whose random grains end up about 1 µm wide would need a rate some 350 times larger and, without a delay, would give a mean seeded length of only about 0.7 µm. Since 1 cm$^3$ is $10^{12}$ µm$^3$, the volume rate is $10^{-5}$ µm$^{-3}$ s$^{-1}$. Multiplication by $h=0.1$ µm gives

$$
J=10^{-6}\ \text{µm}^{-2}\,\text{s}^{-1}=100\ \text{cm}^{-2}\,\text{s}^{-1}.
$$

With $v=2\times10^{-4}$ µm/s,

$$
\ell^3=\frac{3\times2\times10^{-4}}{\pi\times10^{-6}}\ \text{µm}^3=191\ \text{µm}^3,
\qquad \ell=5.76\ \text{µm}.
$$

Since $\Gamma(4/3)=0.893$,

$$
\langle L\rangle=0.893\times5.76\ \text{µm}=5.14\ \text{µm}.
$$

The median is 5.10 µm and the standard deviation is 1.87 µm. The boundary of the seeded region is thus ragged on the scale of micrometres even when the seed edge is perfectly straight. A line needs 7.1 h to grow the mean length at full speed.

The grain density far from the seed is

$$
N=\frac{10^{-6}\times5.14}{2\times10^{-4}}\ \text{µm}^{-2}=0.0257\ \text{µm}^{-2},
$$

and the equivalent diameter is $D=7.0$ µm. The ratio $h/D=0.014$ is small, as the thin-film treatment requires.

### (h) Delayed nucleation and a finite anneal

*Suppose first that no nuclei form before a time $t_0$, and that the rate is $I$ afterwards. Then suppose instead that nucleation starts at once but the anneal ends at a time $t_a$. Find the mean length in each case.*

**Solution.** With a delay, the cone is as before, but attempts in it begin at $t'=t_0$. For $x<vt_0$ the seed arrives before any nucleus exists, so $P(L>x)=1$. For $x>vt_0$,

$$
M(x)=J\int_{t_0}^{x/v}\pi(x-vt')^2dt'=\frac{\pi J}{v}\int_0^{x-vt_0}u^2du=\frac{(x-vt_0)^3}{\ell^3}.
$$

The mean is the integral of $P(L>x)$ over both ranges:

$$
\langle L\rangle_{t_0}=vt_0+\int_{vt_0}^\infty e^{-(x-vt_0)^3/\ell^3}dx=vt_0+\Gamma\!\left(\tfrac43\right)\ell .
$$

The head start adds its full length to the mean. In the example, an assumed delay of 2 h adds $0.2\ \text{nm/s}\times7200\ \text{s}=1.44$ µm and raises the mean from 5.14 to 6.58 µm, an increase of 28 %.

When the anneal ends at $t_a$, no line can be longer than $vt_a$. The length reached is the smaller of $L$ and $vt_a$, and its mean is

$$
\int_0^{vt_a}e^{-(x/\ell)^3}dx .
$$

For $t_a=10$ h the limit is $vt_a=7.20$ µm. Numerical quadrature of the integral gives 5.00 µm. The share of lines still growing at that moment is $e^{-(7.20/5.76)^3}=14\,\%$, but the mean is already within 3 % of its final value. The missing 0.14 µm, shared among 14 % of the lines, means that each of these would grow only about 1 µm further on average.

### (i) Unequal growth speeds

*Let the random grains grow at speed $rv$, while the seed keeps the speed $v$. Find the mean distance that the seed front covers along a straight line before it first meets a grain.*

**Solution.** Follow the front on the line $y=0$. It is at $x=vt$ until it meets a grain. Consider a nucleus that appears at time $t'$ with a lead $d=x'-vt'$ over the front and a sideways distance $y'$ from the line. When the front has moved on by a distance $\sigma$, the grain has the radius $r\sigma$. They have met if

$$
(\sigma-d)^2+y'^2\le r^2\sigma^2 .
$$

In the coordinates $(d,y')$ this is a disc with centre $(\sigma,0)$ and radius $r\sigma$. A nucleus stops the front before $x$ if it lies in one of these discs for some $\sigma$ between $0$ and $T=x-vt'$.

Two points need care before the sites are counted.

Nuclei with $d<0$ can be left out. If $r<1$, a grain that starts behind the front never catches it. If $r\ge1$, the boundary of the whole crystalline region, seed and grains together, advances everywhere at speed $v$ or more, so everything behind $x=vt$ is crystalline and no nucleus forms there.

Void attempts and collisions between grains again do no harm. Consider an attempt with $d>0$ and the straight path from it to its first meeting with the front. A point moving along this path at speed $rv$ has a lead over the plane $x=vt$ that falls linearly from $d$ to zero, so it stays ahead of all seeded crystal until the meeting. If its starting site is amorphous, a grain is born there; if not, the site already belongs to a random grain. From then on the moving point stays in random grains, since the material before it is either amorphous and converted at speed $rv$, or already part of another random grain. The front therefore meets a random grain no later than the attempt implies.

It remains to find the area covered by the discs. All lengths scale with $T$, so the area is $a(r)T^2$.

For $r\ge1$ each disc contains all the smaller ones, because its centre moves by no more than its radius grows. The largest has radius $rT$ and centre at $d=T$, and the part with $d<0$ must be removed. That part is a circular segment whose chord lies at the distance $T$ from the centre. Its half-angle is $\arccos(1/r)$, and its area is $T^2[r^2\arccos(1/r)-\sqrt{r^2-1}]$. Hence

$$
a(r)=r^2\left[\pi-\arccos\frac1r\right]+\sqrt{r^2-1}\qquad(r\ge1).
$$

For $r<1$ the discs all touch the same two straight lines through the origin. A ray from the origin between these lines cuts the disc of parameter $\sigma$ in an interval whose two ends are proportional to $\sigma$. As $\sigma$ grows from $0$ to $T$, these intervals cover the ray from the origin to the far side of the largest disc. The region is therefore the largest disc together with the wedge between it and the origin.

The centre, the origin and the two points of contact form two right-angled triangles, each with hypotenuse $T$ and legs $rT$ and $T\sqrt{1-r^2}$. Their total area is $r\sqrt{1-r^2}\,T^2$. At the centre each triangle has the angle $\arccos r$, so the part of the disc outside them is a sector of angle $2\pi-2\arccos r$. Adding its area gives

$$
a(r)=r^2\left[\pi-\arccos r\right]+r\sqrt{1-r^2}\qquad(r\le1).
$$

Both forms give $a(1)=\pi$. In either case

$$
M(x)=J\int_0^{x/v}a(r)(x-vt')^2dt'=\frac{a(r)Jx^3}{3v},
$$

and the integral of part (e), with $\pi$ replaced by $a(r)$, gives

$$
\langle L\rangle_r=\Gamma\!\left(\tfrac43\right)\left(\frac{3v}{a(r)\,Ih}\right)^{1/3}.
$$

With $v$, $I$ and $h$ held at the values of the example, grains at half the seed speed have $a=0.957$, and the mean rises to 7.64 µm. Grains at twice the seed speed have $a=10.1$, and the mean falls to 3.48 µm.

For $r<1$ this is the distance to first contact on a straight line. A fast seed can also grow around a slow grain and convert material behind it, so the total seeded area can be larger than this length suggests.

### (j) Thickness, film faces and temperature

*Estimate the leading error of the disc approximation. Then find how nucleation at the film faces and a change of furnace temperature alter the mean.*

**Solution.** Return to equal speeds and treat the grains as balls. For a point at height $z$ and nuclei at height $z'$, let $\Delta=z'-z$. The disc of dangerous sites now has area $\pi(u^2-\Delta^2)$, with $u=x-vt'$, and exists for $u>|\Delta|$. For $x>|\Delta|$, integration over $u$ gives

$$
\int_{|\Delta|}^x(u^2-\Delta^2)\,du=\frac{x^3}{3}-\Delta^2x+\frac{2|\Delta|^3}{3}.
$$

To leading order in $h/\ell$ the last term can be dropped. The mean of $\Delta^2$ over independent, uniform heights $z$ and $z'$ is twice the variance $h^2/12$ of one height, or $h^2/6$. The expected number, averaged over height, becomes

$$
M(x)\simeq\frac{\pi J}{v}\left(\frac{x^3}{3}-\frac{h^2x}{6}\right)=\frac{x^3}{\ell^3}-\frac{h^2x}{2\ell^3}.
$$

Expanding $e^{-M}$ to first order in $h^2$ and integrating, the mean changes by

$$
\delta\langle L\rangle\simeq\frac{h^2}{2\ell^3}\int_0^\infty x\,e^{-(x/\ell)^3}dx=\frac{h^2}{2\ell^3}\cdot\frac{\ell^2}{3}\,\Gamma\!\left(\tfrac23\right)=\frac{\Gamma(2/3)}{6}\,\frac{h^2}{\ell}.
$$

The length increases slightly, because a nucleus at another height has farther to grow. This is the average over the height of the line; to leading order the shift is twice as large at a face, where the mean of $\Delta^2$ is $h^2/3$, and half as large at mid-height, where it is $h^2/12$. For the example, Gauss–Legendre quadrature with the full dependence on height gives a shift of 0.0075 % of the thin-film mean, which is negligible.

Nucleation at the two faces adds a rate per area to $Ih$. The derivation depends on the total areal rate alone, so $J$ is replaced by the sum. If the faces double $J$, the mean falls by the factor $2^{-1/3}$, from 5.14 to 4.08 µm. When the faces dominate and their rates do not depend on the thickness, the mean no longer depends on $h$, apart from a correction of order $h^2/\ell$ like the one above.

Suppose that speed and nucleation rate follow $v\propto e^{-E_v/k_BT}$ and $I\propto e^{-E_I/k_BT}$, where $T$ now denotes temperature. Then, at fixed $h$,

$$
\langle L\rangle\propto\left(\frac vI\right)^{1/3}\propto\exp\left(\frac{E_I-E_v}{3k_BT}\right).
$$

If nucleation starts at once and has the larger activation energy, a hotter anneal is faster but gives a shorter seeded length. A delay adds the term $vt_0$ of part (h), which has its own temperature dependence: if $t_0\propto e^{E_0/k_BT}$, that term grows with temperature when $E_0<E_v$, and a long enough delay then reverses the trend. More generally, the delay weakens the relative fall of the mean when $E_0-E_v<(E_I-E_v)/3$ and strengthens it when $E_0-E_v$ is larger. The estimate that follows assumes no delay. With the rough values $E_v=2.7$ eV and $E_I=5.0$ eV, a furnace 10 K above 600 °C reduces the mean from 5.14 to 4.58 µm, or by 11 %.

### (k) Comparison with a real film

*Which of these results can be carried over to amorphous silicon on oxide?*

**Solution.** Near 600 °C, growth speeds of some tenths of a nanometre per second and seeded lengths of a few micrometres are reasonable rough magnitudes for undoped silicon. The nucleation rate is much less certain, since it depends strongly on how the film was deposited or implanted; the value used here is a round choice. Real silicon breaks the assumption of equal, isotropic speeds, because its growth speed depends on crystal direction and the seeded front can develop slow facets. The speed ratios of one half and two in part (i) are illustrations, not measured values, and that part still treats every crystal as isotropic, so it describes neither facets nor direction-dependent growth. It shows how sensitive the model is to a speed ratio: at fixed seed speed the mean moves from 5.14 µm to 7.64 or 3.48 µm. If the ratio of two comes instead from halving the seed speed, the factor $v^{1/3}$ lowers the mean further, to $3.48\times2^{-1/3}=2.76$ µm. A nucleation delay of hours matters as well. For these parameters both effects far exceed the error from finite thickness, so a prediction for a particular film needs its own measured speeds, delay and nucleation rate.

Numbers in the example were calculated in double precision.
